\section*{Embedded-atom forces and virial: effective pair terms and two-pass evaluation}

\section{Three atoms in a row}

Take atoms 1, 2 and 3 on a line, spaced so that 1 interacts with 2, and 2 with 3, while 1 and 3 are out of range of each other. Each atom has an embedding energy $F_i(\rho_i)$, where $\rho_i$ is the density its neighbours supply, and each interacting pair has an energy $\phi_{ij}$:
\begin{align}
E&=F_1(\rho_1)+F_2(\rho_2)+F_3(\rho_3)+\phi_{12}(r_{12})+\phi_{23}(r_{23}),\\
\rho_1&=f_2(r_{12}),\qquad \rho_2=f_1(r_{12})+f_3(r_{23}),\qquad \rho_3=f_2(r_{23}).
\end{align}
The index on $f$ names the donor of the density. Moving atom 1 along the line changes $r_{12}$ and no other interacting distance, so its force follows from
\begin{equation}
\frac{\partial E}{\partial r_{12}}=F_1'(\rho_1)f_2'(r_{12})+F_2'(\rho_2)f_1'(r_{12})+\phi_{12}'(r_{12}).
\label{eq:chain}
\end{equation}
The first term arises because atom 1 sits in a changed density. The second arises because atom 1 is itself a donor: its motion changes the density at atom 2.

Equation \eqref{eq:chain} has the form of a pair-potential slope, but its second weight $F_2'(\rho_2)$ contains $f_3(r_{23})$. Unless $F_2$ is linear, atom 3 therefore alters the force on atom 1 without interacting with it directly, and that force cannot be completed until $\rho_2$ is complete.

\section{Model and conventions}

For $N$ atoms at positions $\mathbf r_i$,
\begin{equation}
E=\sum_i F_i(\rho_i)+\sum_{i<j}\phi_{ij}(r_{ij}),\qquad
\rho_i=\sum_{j\ne i}f_j(r_{ij}).
\label{eq:energy}
\end{equation}
$F_i$ depends on the species of $i$, $f_j$ on the species of the donor $j$, and $\phi_{ij}=\phi_{ji}$ on both. A prime denotes the derivative of a function with respect to its own argument. The separation vector points from $j$ to $i$:
\begin{equation}
\mathbf r_{ij}=\mathbf r_i-\mathbf r_j+\mathbf L_{ij},\qquad
r_{ij}=|\mathbf r_{ij}|,\qquad \hat{\mathbf r}_{ij}=\mathbf r_{ij}/r_{ij}.
\label{eq:sep}
\end{equation}
In a free cluster $\mathbf L_{ij}=0$. In a periodic cell it is the lattice vector that selects the nearest image, with $\mathbf L_{ji}=-\mathbf L_{ij}$. The cutoff $r_c$ is taken less than half the smallest perpendicular width of the cell. Then at most one image of each atom is in range, and rounding the fractional coordinates of the separation finds it. For the first property alone, $r_c$ below half the shortest lattice vector would be enough.

The densities are spherical and additive. The radial functions and their first derivatives vanish at $r_c$, and $F_i$ is differentiable at the densities that occur. The second-moment form $F=-c\sqrt\rho$, with $c>0$, meets the last condition for $\rho>0$.

\section{Forces}

For small displacements, the chain rule applied to \eqref{eq:energy} gives
\begin{equation}
dE=\sum_i F_i'(\rho_i)\sum_{j\ne i}f_j'(r_{ij})\,dr_{ij}
+\sum_{i<j}\phi_{ij}'(r_{ij})\,dr_{ij}.
\label{eq:dE}
\end{equation}
The double sum visits each pair twice, once in each order. Split it into $i<j$ and $i>j$, and exchange the labels in the second part, using $r_{ji}=r_{ij}$:
\begin{align}
\sum_i\sum_{j\ne i}F_i'f_j'\,dr_{ij}
&=\sum_{i<j}F_i'f_j'\,dr_{ij}+\sum_{i>j}F_i'f_j'\,dr_{ij}\nonumber\\
&=\sum_{i<j}\left(F_i'f_j'+F_j'f_i'\right)dr_{ij}.
\label{eq:regroup}
\end{align}
Hence
\begin{equation}
dE=\sum_{i<j}S_{ij}\,dr_{ij},\qquad
S_{ij}=F_i'(\rho_i)f_j'(r_{ij})+F_j'(\rho_j)f_i'(r_{ij})+\phi_{ij}'(r_{ij}).
\label{eq:S}
\end{equation}
There is no factor $\tfrac12$ in $S_{ij}$: the two embedding terms are different contributions, not one contribution counted twice.

Differentiating $r_{ij}^2=\mathbf r_{ij}\cdot\mathbf r_{ij}$ at fixed $\mathbf L_{ij}$ gives $2r_{ij}\,dr_{ij}=2\,\mathbf r_{ij}\cdot(d\mathbf r_i-d\mathbf r_j)$, so
\begin{equation}
dr_{ij}=\hat{\mathbf r}_{ij}\cdot(d\mathbf r_i-d\mathbf r_j).
\end{equation}
Write $\mathbf K_i=-\partial E/\partial\mathbf r_i$ for the force on atom $i$. Then
\begin{equation}
\mathbf K_i=\sum_{j\ne i}\mathbf K_{ij},\qquad
\mathbf K_{ij}=-S_{ij}\hat{\mathbf r}_{ij}.
\label{eq:force}
\end{equation}
Positive $S_{ij}$ means attraction. Where the donated density decreases with distance, $f'<0$, an atom with $F'<0$ contributes attraction and one with $F'>0$ contributes repulsion.

Since $S_{ij}=S_{ji}$ and $\hat{\mathbf r}_{ji}=-\hat{\mathbf r}_{ij}$, the pair terms are opposite, $\mathbf K_{ji}=-\mathbf K_{ij}$, and the total force is zero. In a free cluster the total torque is also zero, because each pair contributes $\mathbf r_{ij}\times\mathbf K_{ij}=-S_{ij}\,\mathbf r_{ij}\times\hat{\mathbf r}_{ij}=0$.

\subsection{The weights in an alloy}

For one species, $f_i=f_j=f$ and the embedding part reduces to $(F_i'+F_j')f'$. In an alloy each embedding slope multiplies the density slope of the other atom. Exchanging the donors changes $S_{ij}$ by
\begin{equation}
(F_i'f_i'+F_j'f_j')-(F_i'f_j'+F_j'f_i')=(F_i'-F_j')(f_i'-f_j').
\end{equation}
This vanishes for equal donor functions, so a calculation on a pure element cannot reveal the exchange.

For the second-moment form, $F'=-c/(2\sqrt\rho)$. If an atom has $Z$ neighbours at one fixed distance, each donating $f$, then $\rho=Zf$ and its contribution to each bond is
\begin{equation}
F'f'=-\frac{c f'}{2\sqrt{Zf}}.
\end{equation}
It falls as $Z^{-1/2}$: each bond pulls less strongly when the atom has more of them.

\section{Virial}

Deform atoms and cell together, $\mathbf r\to(\mathbf 1+\boldsymbol\varepsilon)\mathbf r$. The lattice vectors deform in the same way, so by \eqref{eq:sep} $d\mathbf r_{ij}=\boldsymbol\varepsilon\,\mathbf r_{ij}$ for image pairs too. With Cartesian indices $a,b$,
\begin{equation}
dr_{ij}=\hat{\mathbf r}_{ij}\cdot\boldsymbol\varepsilon\,\mathbf r_{ij}
=\sum_{ab}\varepsilon_{ab}\frac{r_{ij,a}r_{ij,b}}{r_{ij}}.
\end{equation}
Inserting this in \eqref{eq:S} gives the configurational virial
\begin{equation}
W_{ab}\equiv-\left.\frac{\partial E}{\partial\varepsilon_{ab}}\right|_{0}
=-\sum_{i<j}S_{ij}\frac{r_{ij,a}r_{ij,b}}{r_{ij}}
=\sum_{i<j}r_{ij,a}K_{ij,b}.
\label{eq:virial}
\end{equation}
For a uniform stretch $\boldsymbol\varepsilon=\eta\mathbf 1$, $dE=-\operatorname{tr}W\,d\eta$ and $dV=3V\,d\eta$. The static pressure is therefore
\begin{equation}
P=-\frac{dE}{dV}=\frac{\operatorname{tr}W}{3V}.
\end{equation}
The kinetic pressure is separate. With tension counted positive, the static stress is $-W/V$.

The pair sum can be compared with a sum over atoms. From $\mathbf K_{ji}=-\mathbf K_{ij}$,
\begin{equation}
\sum_i\mathbf r_i\otimes\mathbf K_i=\sum_{i<j}(\mathbf r_i-\mathbf r_j)\otimes\mathbf K_{ij}
=W-\sum_{i<j}\mathbf L_{ij}\otimes\mathbf K_{ij}.
\label{eq:atomsum}
\end{equation}
The two agree for a free cluster. In a periodic cell the last term is generally nonzero, and \eqref{eq:virial} must be used.

\section{Order of evaluation}

With each pair stored once, the forces are evaluated as follows.
\begin{enumerate}
\item First pair pass: add $f_j(r_{ij})$ to $\rho_i$ and $f_i(r_{ij})$ to $\rho_j$. The pair energy can be summed here.
\item Atom loop: evaluate $F_i(\rho_i)$ and $F_i'(\rho_i)$.
\item Second pair pass: form $S_{ij}$, add $-S_{ij}\hat{\mathbf r}_{ij}$ to $\mathbf K_i$ and $+S_{ij}\hat{\mathbf r}_{ij}$ to $\mathbf K_j$, and accumulate $W$.
\end{enumerate}
If each pair is instead visited from both ends, each visit updates only the force on its own atom, with the full $S_{ij}$, and the virial sum takes a factor $\tfrac12$.

The reason for the second pair pass is visible in the embedding force
\begin{equation}
-F_i'\sum_{j\ne i}f_j'\hat{\mathbf r}_{ij}-\sum_{j\ne i}F_j'f_i'\hat{\mathbf r}_{ij}.
\end{equation}
The first sum has one common weight, which can be applied after a single pass. In the second sum every neighbour has its own weight, unknown until that neighbour's density is complete. The pair slopes must therefore be stored or recomputed. If every $F$ is linear, all weights are known constants, the model is a pair potential, and one pass suffices.

The total virial needs no second pair pass even for nonlinear $F$. The product $\mathbf r_{ij}\otimes\mathbf r_{ij}$ is unchanged when $i$ and $j$ are exchanged, so the regrouping \eqref{eq:regroup} can be reversed:
\begin{equation}
W=-\sum_iF_i'T_i-\sum_{i<j}\phi_{ij}'\frac{\mathbf r_{ij}\otimes\mathbf r_{ij}}{r_{ij}},
\qquad
T_i=\sum_{j\ne i}f_j'(r_{ij})\frac{\mathbf r_{ij}\otimes\mathbf r_{ij}}{r_{ij}}.
\label{eq:onepass}
\end{equation}
The tensors $T_i$ are accumulated together with the densities, and the atom loop supplies the weights.

The force on $i$ depends on the densities of neighbours within $r_c$, and these depend on atoms within a further $r_c$. Forces therefore reach at most $2r_c$. When atoms are distributed over processors, boundary copies need completed values of $F'$ before the second pass. If the first pass leaves partial densities on different processors, these must be summed before $F'$ is evaluated.

An isolated atom needs care in the second-moment form. It has no pair terms, but $F'$ is infinite at $\rho=0$, and multiplying it by a zero tensor in \eqref{eq:onepass} gives an undefined floating-point result. Such atoms should be skipped. For the force to vanish continuously as an atom loses its last neighbour, $f'/\sqrt f$ must also go to zero at $r_c$. The cubic cutoff factor used below ensures this; a quadratic one would leave a jump.

\section{Worked triangle}

The radial functions of the example share one form, with round model parameters:
\begin{equation}
g(r)=A\,e^{-\beta(r/r_0-1)}s^3,\qquad s=\frac{r_c-r}{r_c-r_0}\quad(r<r_c),
\end{equation}
and $g=0$ beyond $r_c$. Here $r_0=2.8$ and $r_c=5.0$~\AA. Differentiating the exponential and the cubic factor in turn,
\begin{equation}
g'(r)=A\,e^{-\beta(r/r_0-1)}\left(-\frac{\beta}{r_0}s^3-\frac{3s^2}{r_c-r_0}\right).
\end{equation}
The densities are dimensionless, with $(A,\beta)=(0.08,4)$ for donor A and $(0.12,5)$ for donor B. The pair terms have $A=0.20$, $0.25$, $0.30$~eV and $\beta=9$, $9.5$, $10$ for AA, AB, BB. The embedding functions, in eV, are $F_A=-2\sqrt\rho$ and $F_B=-3\sqrt\rho+0.5\rho^2$.

Place atom 1 (A) at the origin, atom 2 (B) at $(2.8,0,0)$ and atom 3 (A) at $(0,3.2,0)$~\AA. The third distance is $r_{23}=4.25206$~\AA. The first pass gives
\begin{align}
\rho_1&=f_2(r_{12})+f_3(r_{13})=0.120000+0.024744=0.144744,\\
\rho_2&=f_1(r_{12})+f_3(r_{23})=0.080000+0.000395=0.080395,\\
\rho_3&=f_1(r_{13})+f_2(r_{23})=0.024744+0.000353=0.025097.
\end{align}
The atom loop gives, in eV and evaluated with the unrounded densities,
\begin{align}
F_1'&=-1/\sqrt{0.144744}=-2.62845,\\
F_2'&=-1.5/\sqrt{0.080395}+0.080395=-5.20986,\\
F_3'&=-1/\sqrt{0.025097}=-6.31235.
\end{align}
At $r_{12}=r_0$ the density slopes are $f_1'=-0.223377$ and $f_2'=-0.377922$~\AA$^{-1}$. In eV/\AA,
\begin{align}
S_{12}&=(-2.62845)(-0.377922)+(-5.20986)(-0.223377)-1.18912\nonumber\\
&=0.99335+1.16376-1.18912=0.96799,\\
S_{13}&=0.20131+0.48346-0.14781=0.53695,\\
S_{23}&=0.01119+0.01291-0.00053=0.02357,
\end{align}
where last digits reflect rounding of the terms. In $S_{13}$ the two density slopes are equal, yet atom 3 contributes more than twice as much as atom 1, because its lower density gives it the steeper embedding slope.

Since $\hat{\mathbf r}_{12}=(-1,0,0)$ and $\hat{\mathbf r}_{13}=(0,-1,0)$, the force on atom 1 is $(0.96799,0.53695,0)$~eV/\AA. For the remaining pair,
\begin{equation}
\mathbf K_{23}=-0.02357\,\frac{(2.8,-3.2,0)}{4.25206}=(-0.01552,\,0.01774,\,0)\ \text{eV/\AA}.
\end{equation}
In the same unit, the other two forces are
\begin{align}
\mathbf K_2&=(-0.96799-0.01552,\;0.01774,\;0)=(-0.98351,\,0.01774,\,0),\\
\mathbf K_3&=(0.01552,\;-0.53695-0.01774,\;0)=(0.01552,\,-0.55469,\,0).
\end{align}
The three forces sum to zero. The virial trace is
\begin{equation}
\operatorname{tr}W=-\sum_{i<j}S_{ij}r_{ij}
=-(2.7104+1.7182+0.1002)=-4.5288\ \text{eV},
\end{equation}
negative because all three effective pair terms attract.

\section{Reach and numerical checks}

For a chain A--B--A--B with spacing 3.6~\AA, the force on the first atom is 0.7488~eV/\AA\ towards the second when only two atoms are present. Adding the third atom, 7.2~\AA\ from the first, lowers it to 0.6214~eV/\AA, or by 17\%. The added density makes $F_2'$ less negative and weakens the 1--2 attraction. The fourth atom, 10.8~\AA\ away and beyond $2r_c$, causes no further change.

The numerical check also tests the formulas against numerical derivatives of the energy for a disordered periodic alloy of 108 atoms. The largest error of any force component is about $10^{-8}$~eV/\AA, while the largest component itself is 5.80~eV/\AA. Omitting the partner term $F_j'f_i'$ from the force on $i$ produces errors up to 1.00~eV/\AA; exchanging the donor functions produces errors up to 0.46~eV/\AA.

The pair formula, the one-pass formula \eqref{eq:onepass} and strain differences all give $\operatorname{tr}W=1564.09$~eV. The sum $\sum_i\mathbf r_i\cdot\mathbf K_i$ gives $-85.33$~eV, so the trace of the lattice-vector term in \eqref{eq:atomsum} is $1564.09+85.33=1649.42$~eV for these atomic coordinates. With $V=(12~\text{\AA})^3$, the static pressure is 0.3017~eV/\AA$^3$, or 48.3~GPa. The round parameters were not adjusted to make this cell stress-free.

\section{Where the effective pair picture stops}

Suppose the slopes $F_i'$ are frozen at their values in one configuration. The energy
\begin{equation}
E_{\rm fr}=\sum_iF_i'(\rho_i^{0})\,\rho_i+\sum_{i<j}\phi_{ij}
\end{equation}
is then a true pair energy, with the correct forces and virial at that configuration. Its second derivatives generally differ from those of $E$. Under the uniform stretch $\eta$,
\begin{align}
\frac{dE}{d\eta}&=\sum_iF_i'\frac{d\rho_i}{d\eta}+\sum_{i<j}\frac{d\phi_{ij}}{d\eta},\\
\frac{d^2E}{d\eta^2}&=\sum_iF_i''\left(\frac{d\rho_i}{d\eta}\right)^2
+\sum_iF_i'\frac{d^2\rho_i}{d\eta^2}+\sum_{i<j}\frac{d^2\phi_{ij}}{d\eta^2}.
\end{align}
The last two sums are $d^2E_{\rm fr}/d\eta^2$ at $\eta=0$. The first is missing from the frozen model. At $\eta=0$, $dr_{ij}/d\eta=r_{ij}$, so $d\rho_i/d\eta=\sum_{j\ne i}f_j'r_{ij}=\operatorname{tr}T_i$.

For the second-moment form $F''=c/(4\rho^{3/2})>0$, so freezing the slopes underestimates this curvature whenever some density changes to first order in $\eta$. In the 108-atom alloy the full and frozen curvatures are 33\,638 and 22\,990~eV. Their difference, 10\,648~eV, agrees with $\sum_iF_i''(\operatorname{tr}T_i)^2$ to about two parts in $10^5$, the error of the finite stretch used in the second difference, and makes up 32\% of the full value. For other strains and displacements the missing term likewise contains the squares of the first-order density changes. Symmetry can remove it: where every atom has a cubic environment, $T_i$ is a multiple of the unit tensor, and a volume-conserving strain changes no density to first order. In general, however, elastic constants and vibrational force constants must be derived from \eqref{eq:energy}, with the variation of the weights included. In dynamics the weights must be recomputed whenever the atoms move.

\section*{Calculated quantities}
\begin{verbatim}
r0, cutoff (angstrom): 2.8 5.0
density amplitudes A, B: 0.08 0.12  decay: 4.0 5.0
pair amplitudes AA, AB, BB (eV): 0.2 0.25 0.3
pair decay AA, AB, BB: 9.0 9.5 10.0
embedding C of A, B (eV): 2.0 3.0  D of A, B (eV): 0.0 0.5
TRIANGLE 1=A 2=B 3=A
position 1 (angstrom): 0.0 0.0 0.0
position 2 (angstrom): 2.8 0.0 0.0
position 3 (angstrom): 0.0 3.2 0.0
pair 1-2: r = 2.80000 angstrom, f_1 = 0.080000, f_2 = 0.120000
  f_1', f_2' (1/angstrom): -0.223377 -0.377922
  F_1'f_2', F_2'f_1', phi', S (eV/angstrom): 0.99335 1.16376 -1.18912 0.96799
pair 1-3: r = 3.20000 angstrom, f_1 = 0.024744, f_3 = 0.024744
  f_1', f_3' (1/angstrom): -0.076589 -0.076589
  F_1'f_3', F_3'f_1', phi', S (eV/angstrom): 0.20131 0.48346 -0.14781 0.53695
pair 2-3: r = 4.25206 angstrom, f_2 = 0.000353, f_3 = 0.000395
  f_2', f_3' (1/angstrom): -0.002045 -0.002148
  F_2'f_3', F_3'f_2', phi', S (eV/angstrom): 0.01119 0.01291 -0.00053 0.02357
densities 1,2,3: 0.144744 0.080395 0.025097
embedding slopes F' 1,2,3 (eV): -2.62845 -5.20986 -6.31235
total energy (eV): -1.64478
force on 1 x,y (eV/angstrom): 0.96799 0.53695 ; from energy differences: 0.96799 0.53695
force on 2 x,y (eV/angstrom): -0.98351 0.01774 ; from energy differences: -0.98351 0.01774
force on 3 x,y (eV/angstrom): 0.01552 -0.55469 ; from energy differences: 0.01552 -0.55469
virial xx, yy, xy, trace (eV): -2.75382 -1.77502 0.04967 -4.52884
CHAIN A-B-A-B, spacing 3.6 angstrom
distances 1-3, 1-4 (angstrom): 7.2 10.8
x force on atom 1 with 2, 3, 4 atoms (eV/angstrom): 0.74880 0.62141 0.62141
PERIODIC ALLOY
atoms: 108, B atoms: 54, pairs in range: 1986
cubic lattice constant, cell edge, largest shift per axis (angstrom): 4.0 12.0 0.15
density range: 0.8835 to 1.5938
largest force component (eV/angstrom): 5.7962
largest force error, two-pass (eV/angstrom): 9.6e-09
largest force error, partner term omitted (eV/angstrom): 0.9963
largest force error, donors exchanged (eV/angstrom): 0.4643
virial trace, pair formula (eV): 1564.0929
virial trace, strain differences (eV): 1564.0929
virial trace, one-pass tensors (eV): 1564.0929
sum of position dot force over atoms (eV): -85.3306
static pressure: 0.301715 eV/angstrom^3 = 48.340 GPa
stretch curvature, full and frozen (eV): 33638.09 22990.34
curvature difference, and sum F''(drho/deta)^2 (eV): 10647.75 10647.51
\end{verbatim}
